# Electron Capture at a Dislocation with a Charge-Dependent Barrier, part 2

A dislocation in an n-type semiconductor carries electron traps along its line. A voltage pulse of duration $t$ floods them with free electrons, and the captured electrons repel later ones. The problem is to find how the captured charge depends on $t$, and over what range of durations the answer holds.

**Conventions.** Lengths are in nm and energies in eV. All energies are electron energies, so a positive barrier $\phi$ repels electrons. The line holds $\lambda$ electrons per unit length on $\lambda_s$ single-electron sites per unit length. The bulk free electron density is $n$, the capture cross-section $\sigma$, the mean thermal speed $v$, the effective density of band states $N_C$, and the trap depth below the local band edge $E_T$. Euler's constant is $\gamma$.

**Earlier results.** In (a), bulk and core were assumed to stay in mutual equilibrium, so that $n_{\rm core}=n\,e^{-\phi/kT}$ at the core. With the mean-field barrier $\phi(\lambda)$ and the emission rate $e_n$ per occupied site,

$$\frac{d\lambda}{dt}=\sigma v n\,(\lambda_s-\lambda)\,e^{-\phi(\lambda)/kT}-e_n\lambda, \tag{1}$$

$$e_n=\sigma v N_C\,e^{-E_T/kT}. \tag{2}$$

For $\phi=\phi_a+\beta\lambda$ and an initially empty line, with emission and loss of sites neglected, the logarithmic law is

$$\lambda=\lambda_0\ln\left(1+\frac{t}{t_0}\right),\qquad \lambda_0=\frac{kT}{\beta},\qquad t_0=\frac{\lambda_0e^{\phi_a/kT}}{\sigma vn\lambda_s}.$$

For a general smooth, rising barrier, let $h=\phi/kT-\ln(1-\lambda/\lambda_s)$, with primes denoting derivatives with respect to $\lambda$. For long pulses without emission, $\sigma vn\lambda_s\,t\approx e^h/h'$ and

$$\frac{d\lambda}{d\ln t}=\frac1{h'}\left(1+\frac{h''}{h'^2}+\dots\right), \tag{9}$$

$$h'=\frac{\phi'}{kT}+\frac1{\lambda_s-\lambda}.$$

With emission, the final charge $\lambda_{\rm eq}$ obeys

$$\phi(\lambda_{\rm eq})=E_T-\delta-kT\ln\frac{\lambda_{\rm eq}}{\lambda_s-\lambda_{\rm eq}}, \tag{10}$$

where $\delta=kT\ln(N_C/n)$ is the depth of the Fermi level below the bulk band edge. Emission is negligible on the logarithmic part while

$$\frac{e_n\lambda\,t}{\lambda_0}\ll1. \tag{11}$$

Near the final charge, $\eta=\lambda-\lambda_{\rm eq}$ obeys

$$\frac{d\eta}{dt}=-e_n\left[1+\lambda_{\rm eq}h'(\lambda_{\rm eq})\right]\eta. \tag{12}$$

### (f) The origin of the linear rise

*The captured electrons are screened by ionized donors of density $N_d$. Find the barrier at a vacant site halfway between two captured electrons, and its derivative with respect to $\lambda$.*

**Solution.** Assume first that the charge is smeared along the line and that it expels all free electrons from a cylinder of radius $R$. Neutrality of the cylinder requires

$$\pi R^2N_d=\lambda. \tag{13}$$

Inside radius $r$ the net number of negative charges per unit length is $\lambda-\pi r^2N_d=\lambda(1-r^2/R^2)$. Gauss's law gives the outward force on an electron, and with it the potential energy $U(r)$:

$$-\frac{dU}{dr}=C\lambda\left(\frac1r-\frac{r}{R^2}\right),\qquad C=\frac{e^2}{2\pi\varepsilon},$$

where $\varepsilon$ is the permittivity of the crystal. Integrating from $r$ to $R$, with $U(R)=0$,

$$U(r)=C\lambda\left[\ln\frac Rr-\frac12+\frac{r^2}{2R^2}\right]. \tag{14}$$

This diverges at $r=0$, where the smearing is not allowed. Let the electrons sit at equal spacing $a=1/\lambda$, and consider the midpoint between two of them. With $N$ electrons on each side, their repulsion energy there is

$$\frac{e^2}{4\pi\varepsilon a}\,2\sum_{m=0}^{N-1}\frac1{m+\frac12}.$$

The sum equals twice the sum of inverse odd numbers up to $2N-1$. With harmonic numbers $H_N=\sum_{j=1}^N1/j\approx\ln N+\gamma$,

$$\sum_{m=0}^{N-1}\frac1{m+\frac12}=2\left(H_{2N}-\tfrac12H_N\right)\approx\ln N+2\ln2+\gamma.$$

A smooth line of the same length, seen from distance $r$, gives instead

$$\frac{e^2\lambda}{4\pi\varepsilon}\int_{-Na}^{Na}\frac{dz}{\sqrt{z^2+r^2}}\approx\frac{e^2\lambda}{4\pi\varepsilon}\,2\ln\frac{2Na}{r}.$$

The two energies agree if $\ln N+2\ln2+\gamma=\ln(2Na/r)$, that is, at the distance

$$r_e=\frac{e^{-\gamma}}{2\lambda}. \tag{15}$$

The midpoint thus feels the potential of a smooth line at $r_e$, about 0.28 of the spacing. The charges far away act alike in both pictures, so the screening by donors is unchanged. Insert $r_e$ in (14) and drop $r_e^2/2R^2$, which is tiny when $r_e\ll R$:

$$\phi(\lambda)=C\lambda\left[\ln\frac{R}{r_e}-\frac12\right]. \tag{16}$$

Since $R\propto\lambda^{1/2}$ and $r_e\propto\lambda^{-1}$, the ratio $R/r_e$ grows as $\lambda^{3/2}$, and $\lambda\,d\ln(R/r_e)/d\lambda=3/2$. Therefore

$$\phi'=C\left[\ln\frac R{r_e}+1\right],\qquad \phi''=\frac{3C}{2\lambda}. \tag{17}$$

The barrier is proportional to $\lambda$ apart from a logarithm. Over a limited range its tangent at a working charge $\lambda_*$ supplies $\beta=\phi'(\lambda_*)$ and $\phi_a=\phi(\lambda_*)-\beta\lambda_*=-\tfrac32C\lambda_*$. The negative $\phi_a$ is an extrapolation and not an attraction by the empty line. Equation (16) requires a spacing well below $R$; at smaller charge the electrons are screened one by one. In the numerical work below, $\phi$ is set to zero where (16) would turn negative.

### (g) Deformed silicon at 200 K

*Take $N_d=n=10^{15}$ cm$^{-3}$, $\lambda_s=0.5$ nm$^{-1}$, $\sigma=10^{-15}$ cm$^2$, $E_T=0.45$ eV and a dislocation density $\rho=10^7$ cm$^{-2}$. Find the charge captured in pulses from 1 µs to 1 ms, and compare it with the full rate equation.*

**Solution.** These are round model values in the regime of plastically deformed n-type silicon. As further model inputs, chosen near those of silicon, take a relative permittivity of 11.7, a conductivity mass of 0.26 and a density-of-states mass of 1.08 electron masses; their last digits carry no weight. They give $v=1.72\times10^7$ cm/s and $C=0.2461$ eV nm; $kT=0.01723$ eV.

Choose $\lambda_*=0.15$ nm$^{-1}$. In nm units $N_d=10^{-6}$ nm$^{-3}$, so

$$R=\sqrt{\frac{0.15}{\pi\times10^{-6}}}=218.5\ \text{nm},\qquad r_e=1.872\ \text{nm},\qquad \ln\frac R{r_e}=4.76.$$

$$\phi(\lambda_*)=0.2461\times0.15\times4.26=0.157\ \text{eV},\qquad
\beta=0.2461\times5.76=1.418\ \text{eV nm}.$$

It follows that $\phi_a=-0.0554$ eV and $\lambda_0=0.01216$ nm$^{-1}$. Without a barrier a site would fill with the time constant $1/(\sigma vn)=58.04$ ns, hence

$$t_0=58.04\ \text{ns}\times\frac{0.01216}{0.5}\times e^{-0.0554/0.01723}=0.057\ \text{ns}.$$

This is a fitting time of the extrapolated tangent, not the duration of a physical stage. For 1 ms, $t/t_0=1.76\times10^7$ and $\lambda=0.01216\times16.7=0.203$ nm$^{-1}$.

The full equation (1), with the curved barrier (16), finite sites and emission, was integrated numerically from an empty line:

| Pulse | Logarithmic law (nm$^{-1}$) | Full equation (nm$^{-1}$) |
|---|---|---|
| 1 µs | 0.119 | 0.113 |
| 10 µs | 0.147 | 0.143 |
| 100 µs | 0.175 | 0.170 |
| 1 ms | 0.203 | 0.196 |

The law exceeds the full result by 3 to 5 % of the latter. The slope is 0.0280 nm$^{-1}$ per decade from the law and 0.0275 nm$^{-1}$ as the mean over the three decades. Multiplied by $\rho$, the law's slope gives a trapped density of $2.8\times10^{12}$ cm$^{-3}$ per decade. A trap with the same cross-section and no barrier would be full well before 1 µs. Both columns rest on the mean-field barrier of an equally spaced row. If individual sites, equally spaced at 2 nm, fill at random, each with its own barrier, the charge is 2 to 6 % above the full-equation column and the slope is about a tenth larger; the curve stays nearly logarithmic. This depends on the arrangement of the sites: for one set of sites placed at random along the line, charge and slope stay within about 2 % of the full-equation values.

The small excess at 1 µs can be traced with $\sigma vn\lambda_st\approx e^h/h'$. The site factor lowers $\lambda$ by $\lambda_0|\ln(1-0.113/0.5)|=0.003$ nm$^{-1}$. The true barrier lies above its tangent by about $\tfrac12\phi''(\lambda-\lambda_*)^2=\tfrac12\times2.46\times0.037^2=0.0017$ eV, which costs $0.0017/\beta=0.001$ nm$^{-1}$. Finally $\phi'$ is there 1.31 instead of 1.418 eV nm. Through the factor $1/h'$, with the small site term in $h'$ left out, this contributes about $\lambda_0\ln(1.31/1.418)=-0.001$ nm$^{-1}$. The sum, $-0.005$ nm$^{-1}$, agrees with the difference between the two columns, which is 0.0054 nm$^{-1}$ before rounding.

The slope formula (9) was tested without emission at 30 µs, where $\lambda=0.1559$ nm$^{-1}$. It gives 0.01186 nm$^{-1}$, and the integrated rate equation gives 0.01190 nm$^{-1}$. The leading term $kT/\phi'$ alone is 0.01204 nm$^{-1}$.

Read in the other direction, the mean slope of the full curve would yield $\beta=kT\ln10/0.02753=1.44$ eV nm, 2 % above the value at $\lambda_*$.

### (h) The end of the window

*For the same line, find the final charge and decide whether emission matters at 1 ms.*

**Solution.** With $N_C=1.53\times10^{19}$ cm$^{-3}$, equation (2) gives $e_n=1.21$ s$^{-1}$, and the Fermi level lies $\delta=0.166$ eV below the bulk band edge. The root of (10) is $\lambda_{\rm eq}=0.235$ nm$^{-1}$, a filling of 47 %. This is the mean-field value; with random filling and emission of individual, equally spaced sites the final charge is about a tenth higher, while for randomly placed sites it is only about 1 % higher. The barrier is then $0.45-0.166+0.002=0.286$ eV.

At 1 ms the ratio (11) is $1.21\times0.196\times10^{-3}/0.01216=0.02$, so emission is a small correction. The extrapolated law would reach $\lambda_{\rm eq}$ at 15 ms. There the ratio has grown to about 0.3, so emission can no longer be neglected: the true curve begins to level off towards $\lambda_{\rm eq}$, while the law goes on rising. For the final approach, (17) gives $\phi'=1.58$ eV nm at $\lambda_{\rm eq}$. With the site term, $h'=1.58/0.01723+1/0.265=96$ nm. By (12) the relaxation time is $1/[1.21\,(1+0.235\times96)]\approx35$ ms, much shorter than $1/e_n=0.83$ s. This too is a mean-field value; with individual, equally spaced sites the approach is slower, and the charge is still about 2 % below its final value at 0.1 s. In this example emission closes the window before the sites run out.

### (i) What the model leaves out

*Estimate the effects of the soft screening edge, of tunnelling, of unequal vacant sites, of slow supply and of bulk depletion at $\lambda_*=0.15$ nm$^{-1}$. Which of them change the slope?*

**Solution.** By (9), a factor $G(\lambda)$ in the capture rate replaces $h$ by $h-\ln G$. To leading order it shifts the charge by $\lambda_0\ln G$. It changes the slope through $d\ln G/d\lambda$.

*Soft edge.* Free electrons enter the cylinder where $U$ is comparable with $kT$. Their density is $N_de^{-U/kT}$, so that $u=U/kT$ obeys

$$\nabla^2u=\frac{1-e^{-u}}{L_D^2},\qquad L_D=\sqrt{\frac{\varepsilon kT}{e^2N_d}}=106\ \text{nm}.$$

The Debye length $L_D$ is not small compared with $R$. The electrons cancel part of the donor charge, hence the force at each radius is larger and the barrier higher. The numerical solution gives 0.168 instead of 0.157 eV. This shifts the charge by $-0.011/1.418=-0.008$ nm$^{-1}$, but lowers the slope by only about 1.3 %.

*Tunnelling.* Electrons at an energy $E$ below the barrier top are more numerous by $e^{E/kT}$ and penetrate with a probability of about $e^{-2S}$, where

$$G=1+\int\frac{dE}{kT}\,e^{E/kT-2S(E)},\qquad S=\frac1\hbar\int\sqrt{2m\,[E-\Delta U(r)]}\,dr.$$

Here $\Delta U(r)$ is the fall of the potential energy from the line outwards in the plane midway between two electrons, and $S$ extends to $\Delta U=E$. With an isotropic mass of 0.26 electron masses, $G=2.5$ and the shift is $+0.011$ nm$^{-1}$. A larger $\lambda$ makes $\Delta U$ larger at every $r$, so $S$ falls and $G$ rises. This raises the slope by 16 %, the largest slope change among the effects sized here. The figures depend on the mass, which in silicon depends on direction: a mass of 0.19 gives $G=3.0$ and 19 %, a mass of 0.92 gives $G=1.6$ and 7 %. The estimate follows one path and leaves out the energy of confinement along the line, between the two charged neighbours. It therefore overestimates the rate factor $G$ and the shift, and indicates a size and not a precise correction. The quantum thermal density at the midpoint, which includes this confinement, corresponds to $G\approx1.5$ for the mass 0.26, with a slope still about 15 % larger.

*Unequal sites.* A vacant site away from the midpoint lies closer to a captured electron and has a higher barrier. At the fraction $s$ of the spacing the excess energy is

$$\frac{C\lambda}2\sum_{m=0}^\infty\left[\frac1{m+s}+\frac1{m+1-s}-\frac2{m+\frac12}\right].$$

For equally spaced captured electrons and a classical free electron, averaging the Boltzmann factor of this energy over $s$ gives a rate factor 0.37, a shift of $-0.012$ nm$^{-1}$ and a slope lower by 3 %.

*Supply.* For diffusion with coefficient $D$ against $U$, the inward flow per unit length is $F=2\pi rDe^{-U/kT}\,d(n_re^{U/kT})/dr$, where $n_r$ is the density at $r$. In a steady flow $F$ does not depend on $r$. Dividing by the prefactor and integrating from $r_e$ to $R$ gives the largest possible supply, reached when the core density is zero:

$$F_{\max}=\frac{2\pi Dn}{\int_{r_e}^R e^{U/kT}\,dr/r}.$$

For a rough mobility of 3000 cm$^2$/(V s), capture demands about $10^{-4}$ of this supply. Diffusion overestimates the supply close to the line, however, because the mean free path at this mobility, roughly 80 nm, is much longer than the distance over which the barrier falls by $kT$. There the supply is limited by the one-way thermal flow through a cylinder of radius $r_e$, which is $2\pi r_e\,n_{\rm core}v/4$ per unit length. Capture demands $\sigma v\lambda_sn_{\rm core}$, a fraction $2\sigma\lambda_s/(\pi r_e)\approx0.02$ of it. By both estimates the equilibrium between bulk and core assumed in (a) is justified here.

*Bulk depletion.* The lines remove $\rho\lambda_*/N_d=1.5$ % of the free electrons.

These sizes cannot simply be added. The thermal wavelength of the free electrons, about 10 nm, exceeds the spacing of 6.7 nm between captured electrons, so tunnelling and the differences between sites are not independent. The random filling mentioned in (g) acts as well. Tunnelling of light electrons raises the slope by a tenth or more, and so does random filling if the sites are equally spaced. The curve stays nearly logarithmic, but a value of $\beta$ inferred from a measured slope with the simple row model would be too low, possibly by some tens of per cent.

**The model beside a real sample.** Deformed silicon contains several kinds of trap, and their levels can be broad; one sharp level and a fixed site density are idealizations. The emission rate of 1.2 s$^{-1}$ suits a slow measurement; a faster one needs a higher temperature, and $\lambda_0$ then grows in proportion to $T$ if $\beta$ is held fixed. The model also places all traps on the line, whereas real dislocations can be surrounded by point defects. Suppose that the charge sits on a smooth shell of radius $b$. Its barrier is (14) at $r=b$, and differentiation with $R^2\propto\lambda$ gives $\phi'=C\ln(R/b)$. For $b=10$ nm at the same $\lambda_*$ this is $0.2461\times3.08=0.76$ eV nm, and the slope per decade would be 1.9 times as large. This is a rough estimate, since the electrons on such a shell are too sparse to form a smooth charge. It shows that the location of the traps can matter more than the corrections sized in (i). The region flooded by the pulse was also taken as uniformly neutral; near the edge of a depletion layer $n$ is smaller and capture starts later. The numerical output lists the values of the equally spaced row model used here.

## Calculated quantities

```
temperature: 200 K
thermal energy kT: 17.23 meV
donor density = free electron density: 1e+15 cm^-3
capture site density: 0.5 nm^-1
capture cross-section: 1e-15 cm^2
trap depth below local band edge: 0.45 eV
dislocation density: 1e+07 cm^-2
relative permittivity: 11.7
conductivity mass: 0.26 electron masses
density-of-states mass: 1.08 electron masses
mobility: 3000 cm^2/(V s)
mean thermal speed: 1.723e+07 cm/s
band density of states N_C: 1.533e+19 cm^-3
fill time of a site without barrier: 58.04 ns
e^2/(2 pi eps): 0.2461 eV nm
reference charge for tangent: 0.15 nm^-1
screening radius R at reference: 218.5 nm
core radius r_e at reference: 1.872 nm
barrier at reference: 0.1573 eV
barrier slope beta: 1.418 eV nm
tangent intercept phi_a: -0.05538 eV
charge scale lam0: 0.01216 nm^-1
time scale t0: 0.05674 ns
law: slope per decade: 0.02799 nm^-1
full equation: mean slope per decade: 0.02753 nm^-1
pulse 1 us: law 0.1188, full 0.1134 nm^-1
pulse 10 us: law 0.1468, full 0.1426 nm^-1
pulse 100 us: law 0.1748, full 0.1700 nm^-1
pulse 1000 us: law 0.2028, full 0.1960 nm^-1
law: trapped density per decade: 2.799e+12 cm^-3
full: trapped density after 1 ms: 1.96e+13 cm^-3
full: barrier after 1 ms: 0.2249 eV
sites only, linear barrier: charge after 1 ms: 0.1972 nm^-1
slope test: charge at 30 us: 0.1559 nm^-1
slope test: d lam/d ln t, numerical: 0.01190 nm^-1
slope test: d lam/d ln t, formula: 0.01186 nm^-1
slope test: kT/(d phi/d lam) alone: 0.01204 nm^-1
emission rate: 1.209 s^-1
Fermi level depth in bulk: 0.1661 eV
equilibrium charge: 0.2353 nm^-1
law reaches equilibrium charge at: 0.01453 s
Debye length: 105.6 nm
Poisson-Boltzmann barrier at reference: 0.1683 eV
Poisson-Boltzmann barrier slope: 1.436 eV nm
smeared edge: slope change: -1.24 %
tunnelling: rate factor: 2.532
tunnelling: charge shift: 0.01129 nm^-1
tunnelling: slope change: 15.80 %
unequal sites: rate factor: 0.3677
unequal sites: charge shift: -0.01216 nm^-1
unequal sites: slope change: -3.12 %
capture demand / diffusion supply: 0.0001239
bulk electrons removed at reference: 1.5 %
```
